The Double Grid for Ultrasoft Pseudopotentials: Exact Projection and Augmentation Integrals, part 1

(Sections cited here and not found follow in the second part.)

## Part I. The local potential acting on an orbital

In a calculation with ultrasoft pseudopotentials, the valence orbitals are made smooth near the nuclei so that few plane waves suffice. The price is that the squared orbitals no longer contain the whole valence charge. The missing part is restored by augmentation functions, each confined to a small region around an atom. The electron density thus has a smooth part, set by the orbital cutoff, and a sharp part, set by the size of the augmentation region. The effective potential is computed from the total density and inherits both scales.

The potential must then act on every orbital, many times over. If this had to be done on a grid fine enough for the augmentation charge, much of the saving from smooth orbitals would be lost. The double grid avoids this: density and potential live on a dense grid, while orbitals are multiplied by the potential on a coarse one. The question is what this shortcut changes. For the local potential the answer is nothing, provided that "V_eff ψ" means the projection of the product on the plane-wave basis and that the potential is transferred by truncating its Fourier series. The nonlocal strengths D_ij obey a different rule, treated in Part II.

### Setting and conventions

The cell has lattice vectors a_1, a_2, a_3 and volume Ω. The reciprocal vectors b_i satisfy a_i·b_j = 2πδ_ij. A reciprocal lattice vector is G = m_1 b_1 + m_2 b_2 + m_3 b_3 with integers m_i, and taking the scalar product with a_i gives

m_i = G·a_i/(2π).   (1)

A periodic function is expanded as

F(r) = Σ_G F_G exp(iG·r),  F_G = (1/Ω) ∫ F(r) exp(−iG·r) d³r,   (2)

with the integral over one cell. The basis consists of the plane waves |k+G⟩ = Ω^(−1/2) exp[i(k+G)·r] for all G in the set

B = {G : |k+G| ≤ G_max}.   (3)

The corresponding energy cutoff is ħ²G_max²/(2m_e). An orbital is

ψ(r) = Ω^(−1/2) exp(ik·r) u(r),  u(r) = Σ_(G∈B) c_G exp(iG·r).   (4)

The phase exp(ik·r) has modulus one, so |ψ|² = |u|²/Ω.

The effective potential V(r) is real and is given by a finite set of coefficients V_G, those of the dense grid. This set is assumed to contain every G with |G| ≤ 2G_max. How well it represents the true potential is a separate matter. "Exact" below means exact for this given V, apart from rounding. The truncated potential W has

W_G = V_G if |G| ≤ 2G_max,  W_G = 0 otherwise.   (5)

### Lemma 1: the range of orbital products

**Statement.** The Fourier coefficients of |ψ|² vanish for |G| > 2G_max, whatever k is.

**Proof.** From (4),

|u(r)|² = Σ_(G'∈B) Σ_(G''∈B) c*_G' c_G'' exp[i(G''−G')·r].

The coefficient at G collects the terms with G'' = G'+G. With the factor 1/Ω this gives

(|ψ|²)_G = (1/Ω) Σ_G' c*_G' c_(G'+G),   (6)

where G' and G'+G must both lie in B. Their difference can be written with k added to both:

G = (k+G'+G) − (k+G').

Each bracket has length at most G_max. By the triangle inequality |G| ≤ 2G_max. If |G| is larger, the sum has no terms. ∎

The same argument holds for the product of two different orbitals with the same k. The factor two is a statement about wave vectors. Since kinetic energy grows as the square of the wave vector, a sphere of radius 2G_max corresponds to four times the orbital cutoff energy. For a 300 eV cutoff this is 1200 eV.

### Lemma 2: what the Hamiltonian needs from Vψ

**Statement.** For every G in B,

⟨k+G|V|ψ⟩ = Σ_(G'∈B) V_(G−G') c_G' = Σ_(G'∈B) W_(G−G') c_G' = ⟨k+G|W|ψ⟩.   (7)

**Proof.** Insert the plane wave and the orbital. The two factors Ω^(−1/2) combine to 1/Ω, and the two phases containing k cancel:

⟨k+G|V|ψ⟩ = (1/Ω) ∫ exp(−iG·r) V(r) Σ_(G'∈B) c_G' exp(iG'·r) d³r
= Σ_(G'∈B) c_G' (1/Ω) ∫ V(r) exp[−i(G−G')·r] d³r.

By (2), the last integral with its prefactor is V_(G−G'). Both G and G' lie in B, so the argument of Lemma 1 gives |G−G'| ≤ 2G_max. For such arguments W and V have equal coefficients, by (5). The last equality in (7) is the first one with W in place of V. ∎

**Remark on the word "exact".** The functions Vψ and Wψ are different. The full product has components

(Vu)_G = Σ_(G'∈B) V_(G−G') c_G'

for G outside B as well, and there |G−G'| may exceed 2G_max. Truncation changes those components. They do not matter because the Hamiltonian of a finite basis consists of matrix elements between basis functions, and a plane wave outside the basis is orthogonal to all of them. The exact object is the projection, not the product as a function of r.

The numerical model specified in Part II shows both facts. For an orbital with random coefficients throughout B, replacing V by W changes the projected components by 7.0×10⁻¹⁷ and the whole product by 0.0145. Both figures are norms of the change relative to the norm of the full product. The first is rounding; the second is a real difference, all of it outside the basis.

### Lemma 3: products on a finite grid

A grid with N_i points along a_i has the points

r_s = (s_1/N_1) a_1 + (s_2/N_2) a_2 + (s_3/N_3) a_3,  s_i = 0, …, N_i−1,

and N = N_1N_2N_3 points in all.

**Statement.** Let F be a function with finitely many Fourier coefficients. For every G,

(1/N) Σ_s exp(−iG·r_s) F(r_s) = Σ_K F_(G+K),   (8)

where K runs over all vectors L_1N_1b_1 + L_2N_2b_2 + L_3N_3b_3 with integers L_i.

**Proof.** Insert the Fourier series of F. The left side becomes

Σ_G'' F_G'' (1/N) Σ_s exp[i(G''−G)·r_s].

Let G''−G have the integer coordinates d_i. Since a_i·b_j = 2πδ_ij, the phase is 2π Σ_i d_i s_i/N_i, and the sum over points factorizes into three sums

(1/N_i) Σ_(s_i=0)^(N_i−1) x^(s_i),  x = exp(2πi d_i/N_i).

If d_i is a multiple of N_i, then x = 1 and the result is one. Otherwise x ≠ 1, and the geometric series gives (x^(N_i)−1)/[N_i(x−1)], which is zero because x^(N_i) = exp(2πi d_i) = 1. Only terms with G'' = G+K survive, each with weight one. ∎

The term K = 0 is the desired coefficient. The others are aliases: waves that differ from exp(iG·r) between the grid points but agree with it on every grid point.

### Theorem 1: the coarse grid gives the exact projected action

Define the integers

M_i = floor(2G_max|a_i|/(2π)),   (9)

where floor means the largest integer not above its argument.

**Theorem.** If N_i ≥ 2M_i+1 for i = 1, 2, 3, then for every G in B

(1/N) Σ_s exp(−iG·r_s) W(r_s) u(r_s) = ⟨k+G|V|ψ⟩.   (10)

**Proof.** The function Wu has the coefficients (Wu)_G = Σ_(G'∈B) W_(G−G') c_G'. Lemma 3 turns the left side of (10) into

Σ_(G'∈B) Σ_K W_(G−G'+K) c_G'.   (11)

The terms with K = 0 are the right side of (10), by Lemma 2. It remains to show that all others vanish.

Let m_i be the integer coordinates of G−G'. From (1) and |G−G'| ≤ 2G_max,

|m_i| = |(G−G')·a_i|/(2π) ≤ 2G_max|a_i|/(2π).

Because m_i is an integer, |m_i| ≤ M_i. The same reasoning shows that W_G vanishes if any coordinate of G exceeds M_i in magnitude. For K ≠ 0 at least one L_i is nonzero. For that direction

|m_i + L_iN_i| ≥ N_i − |m_i| ≥ (2M_i+1) − M_i = M_i+1.

The shifted vector lies outside the range of W, and the term is zero. ∎

### Corollary: the smooth density

On the same grid, the coefficients of |ψ|² are obtained without error. By Lemma 1 and (1) their integer coordinates lie between −M_i and M_i. Two such coordinates differ by at most 2M_i < N_i, so no two nonzero coefficients share a place on the grid. In (8), then, each coefficient in this range appears without any alias.

To bring the smooth density to the dense grid, one copies these coefficients to the same G and sets the remaining ones to zero. This zero-padding is an evaluation of the known finite Fourier series at more points. It involves no fitted interpolation and loses nothing. In the model the density obtained this way differs from |ψ|² formed directly on the dense grid by at most 1.0×10⁻¹⁵ of the maximum density.

### How small the coarse grid may be

The condition N_i ≥ 2M_i+1 is sufficient in general. It need not be the smallest grid for a particular k, because the largest difference that occurs in B may fall short of 2G_max along a given direction.

In the model the cell is a cube of side 0.375 nm and G_max is 5.296 in units of 2π/side. Hence

2 × 5.296 = 10.592,  M_i = 10,  N_i = 2 × 10 + 1 = 21.

Here the condition cannot be relaxed. With k = (0.25, 0.10, 0) in the same units, the basis contains the coordinates (5, 0, 0) and (−5, 0, 0). The longer of the two vectors k+G has length

√(5.25² + 0.10²) ≈ 5.251,

which is below 5.296. Differences of +10 and −10 therefore occur. On a grid of 20 points these two values differ by exactly one grid period and cannot be told apart. The relative error of the projected action for the random orbital is 2.7×10⁻¹⁶ with 21 points per side and 5.7×10⁻⁴ with 20.

The radius in Fourier space cannot be reduced much either. It must reach the largest difference |G−G'| that occurs in B, which here is 1.98 G_max. Cutting the potential at 1.5 G_max gives a relative error of 0.015, and cutting it at G_max gives 0.073. In this paragraph and the preceding one, the errors are relative to the norm of the correct projected action.

### Truncating is not sampling

One might instead evaluate the full V at the coarse grid points. If the coarse points are a subset of the dense ones, this amounts to copying values. By Lemma 3 the coarse grid then sees the coefficients

V^sampled_G = V_G + Σ_(K≠0) V_(G+K).   (12)

Components of V beyond 2G_max, which should have had no influence, are folded back onto components that do. For the random orbital the relative error is 7.2×10⁻⁴. Truncation removes these components before the coarse grid is visited, so there is nothing left to fold.

The folded terms also depend on where the atoms sit relative to the grid. Shift the potential and the orbital rigidly by a vector t. Then V_G acquires the factor exp(−iG·t). The coefficient c_G acquires the same factor, apart from a phase common to all G. A term c*_G V_(G−G'+K) c_G' of the energy is multiplied by

exp(iG·t) exp[−i(G−G'+K)·t] exp(−iG'·t) = exp(−iK·t).

The correct terms, K = 0, do not change. The aliases do, so a sampled potential gives an energy that varies as the system is moved through the grid. With the truncated potential, the local term has no such variation at fixed V.

## Part II. The augmentation charge and the strengths D_ij

The following is taken from Part I. An orbital is ψ = Ω^(−1/2) exp(ik·r) u(r), where u has coefficients c_G for G in the basis set B, |k+G| ≤ G_max. Periodic functions have coefficients F_G defined with the prefactor 1/Ω, where Ω is the cell volume. The real effective potential V has coefficients V_G on the dense grid, and W is V with all |G| > 2G_max removed. Products of orbitals have no components beyond 2G_max. The projections ⟨k+G|V|ψ⟩ and ⟨k+G|W|ψ⟩ agree for G in B, and the coarse grid yields them exactly from W. On a grid, coefficients whose indices differ by whole grid periods fold together.

### The augmented density

Each atom carries projectors β_i, and one index i labels atom and channel together. With

p_i = ⟨β_i|ψ⟩,

an orbital holding f electrons contributes the density

n(r) = f [ |ψ(r)|² + Σ_ij p*_i Q_ij(r) p_j ].   (13)

The functions Q_ij = Q*_ji restore the charge removed when the orbital was smoothed. Integrating (13) over the cell and requiring f electrons gives the normalization

⟨ψ|S|ψ⟩ = 1,  S = 1 + Σ_ij |β_i⟩ q_ij ⟨β_j|,  q_ij = ∫ Q_ij d³r.   (14)

Lemma 1 says nothing about Q_ij, because Q_ij is not a product of functions from the basis. Its range in Fourier space is set by its own width. A Gaussian of width σ has coefficients proportional to exp(−σ²G²/2), which are small only when G is several times 1/σ, wherever the orbital cutoff may lie.

### The energy on the dense grid

Let the dense grid have P points r_j. It is taken to have an odd number of points along each direction, so that every coefficient has one definite G and −G is present along with G. For two functions A and F on this grid, inserting both series and using the orthogonality shown in the proof of Lemma 3 gives

(1/P) Σ_j A*(r_j) F(r_j) = Σ_G A*_G F_G.   (15)

The energy as actually computed is

E = f Σ_(G∈B) [ħ²|k+G|²/(2m_e)] |c_G|² + f Σ_ij p*_i D⁰_ij p_j + U,   (16)

where D⁰ is a fixed Hermitian matrix and U depends on the orbital only through the density values n(r_j). The effective potential is defined by the response of U to these values:

δU = (Ω/P) Σ_j V(r_j) δn(r_j).   (17)

For the energies used below this definition gives the usual potentials.

- The local ionic energy is (Ω/P) Σ_j V_loc(r_j) n(r_j). It contributes V_loc.
- The Hartree energy is (Ω/2) Σ_(G≠0) [e²/(ε₀G²)] |n_G|². Its variation contains n*_G δn_G + n_G δn*_G. Since n and δn are real, the second term at G equals the first at −G, so the two sums are equal and cancel the factor 1/2. With (15) the contribution is V_H,G = e²n_G/(ε₀G²). The term G = 0 is omitted for electrons and ions together in a neutral cell.
- Local exchange is (Ω/P) Σ_j e_x(n(r_j)) with e_x = −(3/4)(3/π)^(1/3) [e²/(4πε₀)] n^(4/3). Differentiation brings down 4/3 and gives V_x = −(3/π)^(1/3) [e²/(4πε₀)] n^(1/3).

The coarse grid gives the exact projected action of the local potential once V is truncated at 2G_max, and the augmented density, the dense-grid energy and the potential derived from it are now defined. It remains to find the strengths D_ij that make the double-grid Hamiltonian the gradient of this energy, and to see in numbers what is lost if they are computed from the truncated potential.
